# Surface Green function and self-energy of a semi-infinite monatomic chain: a program that tests the result

```python
"""Surface Green function and self-energy of a semi-infinite monatomic chain.

Result under test: g = [(m z - K)^-1]_11, z = (omega + i eta)^2, obeys
    k^2 g^2 - a g + 1 = 0,   a = m z - k0 - 2 k,
and its retarded root gives the self-energy
    Sigma = k^2 g = (a - sqrt(a - 2k) sqrt(a + 2k)) / 2   (principal roots).
m: atomic mass; k: chain spring; k0: pinning spring; K: force constants;
c: contact spring to the device atom; M: mass of the device atom.
Time factor exp(-i omega t), omega > 0. Stiffnesses are in N/m.
"""
import numpy as np
from scipy.constants import atomic_mass
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal

m, M = 40 * atomic_mass, 60 * atomic_mass
k, k0, c = 20.0, 2.0, 10.0
THz = 2 * np.pi * 1e12
eta = 0.05 * THz
f_low, f_mid, f_high = 0.5, 3.0, 7.0


def self_energy(x, pin=k0):
    """Closed form; x = m z, real or with positive imaginary part."""
    a = complex(x) - pin - 2 * k
    return (a - np.sqrt(a - 2 * k) * np.sqrt(a + 2 * k)) / 2


def contact_self_energy(x, spring, pin=k0):
    g = self_energy(x, pin) / k**2
    return spring**2 * g / (1 + (k - spring) * g)


def inverse_element(diagonal, coupling, site):
    """Diagonal element of the inverse of a symmetric tridiagonal matrix."""
    n = len(diagonal)
    bands = np.zeros((3, n), dtype=complex)
    bands[1] = diagonal
    bands[0, 1:] = coupling
    bands[2, :-1] = coupling
    source = np.zeros(n, dtype=complex)
    source[site] = 1
    return solve_banded((1, 1), bands, source)[site]


def finite_lead(n, x):
    return inverse_element(np.full(n, x - k0 - 2 * k, dtype=complex),
                           np.full(n - 1, k), 0)


# Long damped leads: closed form below, inside and above the band.
for f in (f_low, 1.5, f_mid, 5.0, f_high):
    x = m * (f * THz + 1j * eta)**2
    g_matrix = finite_lead(1500, x)
    assert abs(k**2 * g_matrix - self_energy(x)) < 1e-8 * k
    a = x - k0 - 2 * k
    assert abs(k**2 * g_matrix**2 - a * g_matrix + 1) < 1e-8

# Explicit finite-length solution of the recursion.
w = f_mid * THz
x_damped = m * (w + 1j * eta)**2
mu = self_energy(x_damped) / k
assert abs(mu) < 1
for n in (1, 2, 5, 20):
    explicit = (mu**-n - mu**n) / (mu**(-n - 1) - mu**(n + 1))
    assert abs(k * finite_lead(n, x_damped) - explicit) < 1e-10

# Zero-damping limit, and failure of undamped finite chains to converge.
x = m * w**2
a = x - k0 - 2 * k
sigma = self_energy(x)
q = np.arccos(-a / (2 * k))
assert abs(sigma + k * np.exp(1j * q)) < 1e-10 * k
errors = [abs(self_energy(m * (w + 1j * eta * s)**2) - sigma)
          for s in (0.1, 0.01)]
assert 9 < errors[0] / errors[1] < 11
undamped = [(n, k * finite_lead(n, x).real) for n in range(400, 406)]
assert np.ptp([value for _, value in undamped]) > 0.5
damped = [(n, k * finite_lead(n, x_damped)) for n in (20, 100, 500)]

# Causality: drive atom 1 from rest and stop before an echo can return.
time_unit = np.sqrt(m / k)
dt, steps, ramp = 0.02 * time_unit, 20000, 100 * time_unit
u_old = np.zeros(400, dtype=complex)
u = u_old.copy()
for step in range(steps):
    t = step * dt
    force = -(k0 + 2 * k) * u
    force[1:] += k * u[:-1]
    force[:-1] += k * u[1:]
    envelope = np.sin(np.pi * t / (2 * ramp))**2 if t < ramp else 1.0
    force[0] += envelope * np.exp(-1j * w * t)
    u, u_old = 2 * u - u_old + dt**2 * force / m, u
driven = -k * u[0] * np.exp(1j * w * steps * dt)
wave_ratio = u[1] / u[0]
# The time-step error is of relative order (omega dt)^2.
assert abs(driven - sigma / k) < 1e-3
assert abs(wave_ratio - np.exp(1j * q)) < 1e-3
assert abs(driven - np.conj(sigma) / k) > 0.5

# Broadening against group velocity from eigenvalues of a closed ring.
n_ring = 400
ring = np.diag(np.full(n_ring, k0 + 2 * k))
index = np.arange(n_ring)
ring[index, (index + 1) % n_ring] = -k
ring[(index + 1) % n_ring, index] = -k
w_ring = np.sqrt(np.linalg.eigvalsh(ring)[1:-1:2] / m)
for j in (40, 90, 140):
    slope = (w_ring[j + 1] - w_ring[j - 1]) / (4 * np.pi / n_ring)
    width = -2 * self_energy(m * w_ring[j]**2).imag
    assert abs(width / (2 * m * w_ring[j] * slope) - 1) < 1e-3
gamma = -2 * sigma.imag
velocity = gamma / (2 * m * w)


# Spectral density in x = m omega^2: area and values outside the band.
def density(y):
    return -self_energy(y).imag / (np.pi * k**2)


area = quad(density, k0, k0 + 4 * k)[0]
assert abs(area - 1) < 1e-7
for f in (f_low, f_high):
    y0 = m * (f * THz)**2
    integral = quad(lambda y: density(y) / (y0 - y), k0, k0 + 4 * k,
                    limit=200)[0]
    assert abs(k**2 * integral - self_energy(y0)) < 1e-5 * k

# Different contact spring: eliminate two long explicit leads.
n_lead = 1500
for f in (1.5, f_mid, 5.0, f_high):
    for spring in (5.0, c, 30.0):
        z = (f * THz + 1j * eta)**2
        diagonal = np.full(2 * n_lead + 1, m * z - k0 - 2 * k)
        diagonal[[n_lead - 1, n_lead + 1]] = m * z - k0 - k - spring
        diagonal[n_lead] = M * z - k0 - 2 * spring
        coupling = np.full(2 * n_lead, k)
        coupling[n_lead - 1:n_lead + 1] = spring
        full = inverse_element(diagonal, coupling, n_lead)
        reduced = 1 / (M * z - k0 - 2 * spring
                       - 2 * contact_self_energy(m * z, spring))
        assert abs(full / reduced - 1) < 1e-7

# A localized surface mode exists only for a contact spring above 2 k.
for spring in (1.5 * k, 3 * k):
    diagonal = np.full(400, k0 + 2 * k)
    diagonal[0] = k0 + k + spring
    top = eigh_tridiagonal(diagonal, np.full(399, -k), eigvals_only=True)[-1]
    if spring > 2 * k:
        mode = k0 + k + spring + k**2 / (spring - k)
        assert abs(top - mode) < 1e-8 * k
    else:
        assert top < k0 + 4 * k

# Low-frequency dashpot of an unpinned lead.
w_small = 0.01 * THz
dashpot = np.sqrt(m * k)
for spring in (5.0, c, k, 30.0):
    s = contact_self_energy(m * w_small**2, spring, pin=0.0)
    assert abs(s.real / -spring - 1) < 1e-3
    assert abs(-s.imag / (w_small * dashpot) - 1) < 1e-3


def transmission_green(freq, mass, spring):
    s = contact_self_energy(m * freq**2, spring)
    green = 1 / (mass * freq**2 - k0 - 2 * spring - 2 * s)
    return (2 * s.imag)**2 * abs(green)**2, green


def transmission_waves(freq, mass, spring):
    """Match incident, reflected and transmitted waves at three atoms."""
    y = m * freq**2
    phase = np.exp(1j * np.arccos(1 - (y - k0) / (2 * k)))
    edge = y - k0 - k - spring
    matrix = np.array([
        [edge * phase + k * phase**2, spring, 0],
        [spring * phase, mass * freq**2 - k0 - 2 * spring, spring * phase],
        [0, spring, edge * phase + k * phase**2]])
    rhs = -np.array([edge / phase + k / phase**2, spring / phase, 0])
    r, _, t_amp = np.linalg.solve(matrix, rhs)
    return abs(r)**2, abs(t_amp)**2


for f in (1.5, f_mid, 5.0):
    for mass, spring in ((m, k), (M, k), (M, c), (m, 30.0)):
        reflected, passed = transmission_waves(f * THz, mass, spring)
        assert abs(reflected + passed - 1) < 1e-10
        assert abs(passed - transmission_green(f * THz, mass, spring)[0]) < 1e-10
    assert abs(transmission_green(f * THz, m, k)[0] - 1) < 1e-10

sigma_c = contact_self_energy(x, c)
trans, green = transmission_green(w, M, c)
reflected, passed = transmission_waves(w, M, c)

print(f"chain mass m = {m / atomic_mass:.0f} u = {m:.5e} kg")
print(f"device mass M = {M / atomic_mass:.0f} u")
print(f"springs k, k0, c = {k:.0f}, {k0:.0f}, {c:.0f} N/m")
print(f"lower band edge = {np.sqrt(k0 / m) / THz:.4f} THz")
print(f"upper band edge = {np.sqrt((k0 + 4 * k) / m) / THz:.4f} THz")
print(f"example frequency = {f_mid:.1f} THz, omega = {w:.5e} rad/s")
print(f"m omega^2 = {x:.4f} N/m")
print(f"a = {a:.4f} N/m")
print(f"phase q = {q:.5f} rad")
print(f"surface Green function g = {sigma / k**2:.6f} m/N")
print(f"dimensionless k g = {sigma / k:.5f}")
print(f"retarded Sigma = {sigma:.4f} N/m")
print(f"rejected root times k^2 = {np.conj(sigma):.4f} N/m")
print(f"broadening Gamma = {gamma:.4f} N/m")
print(f"group velocity d omega/dq = {velocity * 1e-12:.4f} sites/ps")
for f in (f_low, f_high):
    s = self_energy(m * (f * THz)**2).real
    print(f"at {f:.1f} THz: a = {m * (f * THz)**2 - k0 - 2 * k:.4f} N/m")
    print(f"at {f:.1f} THz: Sigma = {s:.4f} N/m")
    print(f"at {f:.1f} THz: amplitude ratio per site = {-s / k:.5f}")
for n, value in undamped:
    print(f"undamped lead, N = {n}: k g_N = {value:.5f}")
print(f"damping eta/(2 pi) = {eta / THz:.3f} THz")
print(f"damped |mu| = {abs(mu):.6f}")
for n, value in damped:
    print(f"damped lead, N = {n}: k g_N = {value:.6f}")
print(f"damped infinite lead: k g = {mu:.6f}")
print(f"time-driven chain: k g = {driven:.5f}")
print(f"time-driven chain: u_2/u_1 = {wave_ratio:.5f}")
print(f"exp(i q) = {np.exp(1j * q):.5f}")
print(f"area of surface spectral density = {area:.7f}")
print(f"contact self-energy Sigma_c = {sigma_c:.4f} N/m")
print(f"contact broadening Gamma_c = {-2 * sigma_c.imag:.4f} N/m")
print(f"device Green function G = {green:.6f} m/N")
print(f"transmission from Green function = {trans:.6f}")
print(f"transmission from wave matching = {passed:.6f}")
print(f"reflection from wave matching = {reflected:.6f}")
print(f"localized mode for c = {3 * k:.0f} N/m: m omega^2 = {mode:.4f} N/m")
print(f"localized mode frequency = {np.sqrt(mode / m) / THz:.4f} THz")
print(f"dashpot constant sqrt(m k) = {dashpot:.5e} kg/s")
print("done: every assertion held")
```

It prints:

```
chain mass m = 40 u = 6.64216e-26 kg
device mass M = 60 u
springs k, k0, c = 20, 2, 10 N/m
lower band edge = 0.8733 THz
upper band edge = 5.5921 THz
example frequency = 3.0 THz, omega = 1.88496e+13 rad/s
m omega^2 = 23.6000 N/m
a = -18.4000 N/m
phase q = 1.09280 rad
surface Green function g = -0.023000-0.044396j m/N
dimensionless k g = -0.46000-0.88792j
retarded Sigma = -9.2000-17.7584j N/m
rejected root times k^2 = -9.2000+17.7584j N/m
broadening Gamma = 35.5167 N/m
group velocity d omega/dq = 14.1838 sites/ps
at 0.5 THz: a = -41.3444 N/m
at 0.5 THz: Sigma = -15.4434 N/m
at 0.5 THz: amplitude ratio per site = 0.77217
at 7.0 THz: a = 86.4887 N/m
at 7.0 THz: Sigma = 4.9028 N/m
at 7.0 THz: amplitude ratio per site = -0.24514
undamped lead, N = 400: k g_N = -0.42506
undamped lead, N = 401: k g_N = -2.02044
undamped lead, N = 402: k g_N = 0.90873
undamped lead, N = 403: k g_N = -0.54683
undamped lead, N = 404: k g_N = -2.67970
undamped lead, N = 405: k g_N = 0.56828
damping eta/(2 pi) = 0.050 THz
damped |mu| = 0.978095
damped lead, N = 20: k g_N = 0.010639-0.503012j
damped lead, N = 100: k g_N = -0.434742-0.882031j
damped lead, N = 500: k g_N = -0.449975-0.868443j
damped infinite lead: k g = -0.449975-0.868443j
time-driven chain: k g = -0.46002-0.88791j
time-driven chain: u_2/u_1 = 0.46002+0.88791j
exp(i q) = 0.46000+0.88792j
area of surface spectral density = 1.0000000
contact self-energy Sigma_c = 0.2532-5.6197j N/m
contact broadening Gamma_c = 11.2395 N/m
device Green function G = 0.044070-0.038416j m/N
transmission from Green function = 0.431778
transmission from wave matching = 0.431778
reflection from wave matching = 0.568222
localized mode for c = 60 N/m: m omega^2 = 92.0000 N/m
localized mode frequency = 5.9232 THz
dashpot constant sqrt(m k) = 1.15258e-12 kg/s
done: every assertion held
```
